# Strain splitting of the degenerate in-plane Raman mode of a monolayer

A two-dimensional channel is put under in-plane strain, for instance by bending the polymer that carries it. The unstrained layer has a doubly degenerate in-plane Raman mode of frequency \(\omega_0\): the \(E_{2g}\) mode of graphene or the \(E'\) mode of monolayer MoS\(_2\). How does strain shift and split it?

The strain \(\varepsilon\) is a homogeneous, symmetric in-plane tensor. Tension is positive, and \(\varepsilon_{xy}\) is the tensor shear, half the engineering shear. Principal strains are \(\varepsilon_1\) and \(\varepsilon_2\). The phonon wave vector is zero, the ions are relaxed at each strain, and results are first order in strain unless stated otherwise. The \(x\) axis lies in a mirror plane, along a bond.

## (a) The equation of motion

**Reduce the motion of the two sublattices to a two-component problem, and show that threefold symmetry makes the unstrained mode degenerate.**

Let the sublattices have masses \(m_1,m_2\) per cell and displacements \(\mathbf u_1,\mathbf u_2\). In MoS\(_2\) the two sulphur atoms move together in this mode and count as one body. A common translation costs no energy, so the energy per cell is \(E(\varepsilon,\mathbf u)\), with \(\mathbf u=\mathbf u_2-\mathbf u_1\). Then

\[
m_1\ddot{\mathbf u}_1=+\frac{\partial E}{\partial\mathbf u},\qquad
m_2\ddot{\mathbf u}_2=-\frac{\partial E}{\partial\mathbf u}.
\]

Divide each equation by its mass and subtract the first from the second:

\[
\mu\ddot{\mathbf u}=-\frac{\partial E}{\partial\mathbf u},\qquad
\frac1\mu=\frac1{m_1}+\frac1{m_2}.
\]

At the relaxed position the first derivative vanishes. For a small vibration \(\mathbf Q\propto e^{-i\omega t}\) about it,

\[
\mu\omega^2\mathbf Q=H\mathbf Q,\qquad H_{ab}=\frac{\partial^2E}{\partial u_a\partial u_b}.
\]

To use symmetry, describe any symmetric \(2\times2\) tensor \(T\) by

\[
T_0=T_{xx}+T_{yy},\qquad T_2=T_{xx}-T_{yy}+2iT_{xy}.
\]

A rotation by \(\varphi\) leaves \(T_0\) unchanged and multiplies \(T_2\) by \(e^{2i\varphi}\). The unstrained \(H\) must be unchanged by \(\varphi=120^\circ\). Since \(e^{i240^\circ}\neq1\), this requires \(H_2=0\). Hence \(H=\mu\omega_0^2\,\mathbb 1\), and both components have frequency \(\omega_0\).

## (b) The secular matrix allowed by symmetry

**Write \(H/\mu=\omega_0^2\mathbb 1+K\), with \(K\) linear in strain. Find the most general \(K\) for a layer with a threefold axis and vertical mirrors.**

The most general real linear relation between the two tensors is

\[
K_0=p\,\varepsilon_0+\mathrm{Re}(r\,\varepsilon_2),\qquad
K_2=a\,\varepsilon_0+b\,\varepsilon_2+c\,\varepsilon_2^* ,
\]

with \(p\) real and the other constants complex. Rotating the strain by \(120^\circ\) must rotate \(K\) by the same angle. Each term is examined in turn.

- \(K_0\) is unchanged but \(\varepsilon_2\) gains a phase, so \(r=0\).
- \(K_2\) gains a phase but \(\varepsilon_0\) does not, so \(a=0\).
- \(K_2\) and \(\varepsilon_2\) gain the same phase, so \(b\) survives.
- \(\varepsilon_2^*\) gains the opposite phase. Its term would need \(e^{4i\varphi}=1\), but \(4\varphi=480^\circ\), so \(c=0\).

The mirror \(y\to-y\) replaces \(K_2\) and \(\varepsilon_2\) by their complex conjugates, so \(b\) is real. Two constants remain. Name them through \(p=A+B\) and \(b=A-B\). Then

\[
K_{xx}=\tfrac12(K_0+\mathrm{Re}K_2)=A\varepsilon_{xx}+B\varepsilon_{yy},\qquad
K_{xy}=\tfrac12\mathrm{Im}K_2=(A-B)\varepsilon_{xy},
\]

and \(K_{yy}=\tfrac12(K_0-\mathrm{Re}K_2)\) gives the last entry:

\[
K=\begin{pmatrix}
A\varepsilon_{xx}+B\varepsilon_{yy}&(A-B)\varepsilon_{xy}\\
(A-B)\varepsilon_{xy}&B\varepsilon_{xx}+A\varepsilon_{yy}
\end{pmatrix}.
\]

In graphene some operations also exchange the sublattices and reverse the sign of \(\mathbf Q\). The energy is quadratic in \(\mathbf Q\), so this sign drops out and the matrix is the same.

Other symmetries change the count. Without mirrors \(b\) may be complex, which gives three constants. Its phase turns the mode polarisations away from the strain axes, but \(|K_2|=|b||\varepsilon_2|\) still does not depend on the strain direction. In a square lattice with mirrors, \(4\varphi=360^\circ\) and \(c\) survives. Then \(|K_2|\) does depend on direction.

## (c) Eigenvalues and polarisations

**Solve the secular equation and find the directions in which the split modes vibrate.**

The condition \((K_{xx}-\lambda)(K_{yy}-\lambda)-K_{xy}^2=0\) has the roots

\[
\lambda_\pm=\tfrac12(K_{xx}+K_{yy})\pm\tfrac12\sqrt{(K_{xx}-K_{yy})^2+4K_{xy}^2}.
\]

Here \(K_{xx}+K_{yy}=(A+B)(\varepsilon_{xx}+\varepsilon_{yy})\) and \(K_{xx}-K_{yy}=(A-B)(\varepsilon_{xx}-\varepsilon_{yy})\). Therefore

\[
\lambda_\pm=\frac{A+B}{2}(\varepsilon_{xx}+\varepsilon_{yy})
\pm\frac{|A-B|}{2}\sqrt{(\varepsilon_{xx}-\varepsilon_{yy})^2+4\varepsilon_{xy}^2}.
\]

The square root equals \(|\varepsilon_1-\varepsilon_2|\). For the polarisations, rewrite the matrix as

\[
K=B(\varepsilon_{xx}+\varepsilon_{yy})\,\mathbb 1+(A-B)\,\varepsilon .
\]

The entries confirm this: the \(xx\) element is \(B\varepsilon_{xx}+B\varepsilon_{yy}+(A-B)\varepsilon_{xx}=A\varepsilon_{xx}+B\varepsilon_{yy}\). A multiple of the unit matrix does not alter eigenvectors, so \(K\) has those of \(\varepsilon\). One mode vibrates along each principal strain axis, with

\[
\lambda_1=A\varepsilon_1+B\varepsilon_2,\qquad \lambda_2=B\varepsilon_1+A\varepsilon_2 .
\]

The crystal orientation has dropped out: at this order the two frequencies and the two vibration directions are those an isotropic medium would give. This holds for \(K\) only. The static shift of the sublattices in (e) and the polarised Raman intensities in (g) still depend on the angle between the strain axes and the bonds.

## (d) Frequencies and deformation potentials

**Express the line shifts through dimensionless constants for the mean shift and the splitting. Treat uniaxial strain, and invert the result.**

Define the Grüneisen parameter \(\gamma\) and the shear deformation potential \(\beta\) by

\[
\gamma=-\frac{A+B}{4\omega_0^2},\qquad \beta=\frac{B-A}{2\omega_0^2}.
\]

Adding and subtracting \(A+B=-4\gamma\omega_0^2\) and \(A-B=-2\beta\omega_0^2\) gives

\[
A=-(2\gamma+\beta)\omega_0^2,\qquad B=-(2\gamma-\beta)\omega_0^2 .
\]

For \(|\lambda|\ll\omega_0^2\),

\[
\omega=\sqrt{\omega_0^2+\lambda}=\omega_0+\frac{\lambda}{2\omega_0}-\frac{\lambda^2}{8\omega_0^3}+\dots
\]

Keep the linear term and insert \(\lambda_1\) and \(\lambda_2\):

\[
\begin{aligned}
\delta\omega_1&=-\omega_0\left[\gamma(\varepsilon_1+\varepsilon_2)+\tfrac12\beta(\varepsilon_1-\varepsilon_2)\right],\\
\delta\omega_2&=-\omega_0\left[\gamma(\varepsilon_1+\varepsilon_2)-\tfrac12\beta(\varepsilon_1-\varepsilon_2)\right].
\end{aligned}
\]

The splitting is \(|\beta|\omega_0|\varepsilon_1-\varepsilon_2|\). Two limits separate the constants. Equal biaxial strain \(\varepsilon_1=\varepsilon_2=\varepsilon\) preserves the threefold axis: both lines move by \(-2\gamma\omega_0\varepsilon\) and stay together. Pure shear \(\varepsilon_1=-\varepsilon_2\) leaves the mean in place and moves the lines apart symmetrically.

For uniaxial loading take \(\varepsilon_1=\varepsilon\) along the load and \(\varepsilon_2=-\nu\varepsilon\) across it. The slopes \(s=\delta\omega/\varepsilon\) are

\[
s_\parallel=-\gamma\omega_0(1-\nu)-\tfrac12\beta\omega_0(1+\nu),\qquad
s_\perp=-\gamma\omega_0(1-\nu)+\tfrac12\beta\omega_0(1+\nu).
\]

With \(\beta>0\) and tension, the mode vibrating along the load is the lower one. The sum and difference of the slopes give

\[
\gamma=-\frac{s_\parallel+s_\perp}{2\omega_0(1-\nu)},\qquad
\beta=\frac{s_\perp-s_\parallel}{\omega_0(1+\nu)} .
\]

The inversion needs the transverse contraction \(\nu\), which is the substrate's Poisson ratio if the layer adheres firmly and the substrate is free to contract sideways, as a stretched strip or a narrow bent bar is. In a bent sheet of width \(w\), thickness \(t\) and bending radius \(R\) with \(w^2\gg Rt\), the sideways curvature is suppressed and the transverse strain away from the edges is close to zero, so the effective \(\nu\) is near 0. It also needs to be known which line vibrates along the load; otherwise the slopes fix \(|\beta|\) but not its sign.

## (e) What the deformation potentials contain

**Show how relaxation of the sublattices enters \(K\). Evaluate \(\beta\) for a honeycomb lattice with central nearest-neighbour forces, with and without relaxation.**

Strain shifts the equilibrium \(\mathbf u\). The condition \(\partial E/\partial u_a=0\), expanded to first order, reads

\[
\frac{\partial^2E}{\partial u_a\partial\varepsilon}\,\varepsilon+H_{ab}u_b=0
\quad\Rightarrow\quad
\frac{d\mathbf u}{d\varepsilon}=-H^{-1}\frac{\partial^2E}{\partial\mathbf u\,\partial\varepsilon},
\]

where \(\varepsilon\) stands for each strain component in turn, with a sum implied. The Hessian changes directly and through this shift:

\[
\mu K=\left(\frac{\partial H}{\partial\varepsilon}+\frac{\partial H}{\partial\mathbf u}\cdot\frac{d\mathbf u}{d\varepsilon}\right)\varepsilon .
\]

The first term is the clamped-ion part. The second contains cubic anharmonicity in \(\mathbf u\). In MoS\(_2\) the height of the sulphur atoms also relaxes and adds a term of the same form. The height is unchanged by the rotations and vertical mirrors, so to first order it follows only \(\varepsilon_0\) and keeps \(H\) isotropic: it contributes to \(\gamma\) but not to \(\beta\). The planar lattice below has no such coordinate.

Now take bonds of unit length and unit stiffness, with the Morse potential \(V=(1-e^{-\alpha(r-1)})^2/(2\alpha^2)\). Near \(r=1\), \(V=\tfrac12(r-1)^2-\tfrac12\alpha(r-1)^3+\dots\), so \(V'''=-3\alpha\). The three bonds \(\mathbf n_i\) point at \(\theta_i=0,120^\circ,240^\circ\), and

\[
H=\sum_i\left[V''\,\mathbf n_i\mathbf n_i+\frac{V'}{r}(\mathbf 1-\mathbf n_i\mathbf n_i)\right].
\]

Without strain, \(V'=0\) and \(H=\tfrac32\mathbb 1\).

Apply the pure shear \(\varepsilon=\mathrm{diag}(e,-e)\). The mirror confines the internal shift to \(x\); write \(\mathbf u=(-\zeta e,0)\). Projecting \(\varepsilon\mathbf n_i+\mathbf u\) along and across each bond gives its stretch and rotation,

\[
\delta_i=e(\cos2\theta_i-\zeta\cos\theta_i),\qquad
\delta\theta_i=e(-\sin2\theta_i+\zeta\sin\theta_i).
\]

For the three bonds the stretches are \((1-\zeta)e\) times \(1,-\tfrac12,-\tfrac12\), and the rotations are \(\tfrac{\sqrt3}{2}(1+\zeta)e\) times \(0,1,-1\).

The difference of the \(xx\) and \(yy\) elements of \(\mathbf n\mathbf n\) is \(\cos2\theta\). To first order \(V''=1-3\alpha\delta_i\) and \(V'/r=\delta_i\), so

\[
H_{xx}-H_{yy}=-(3\alpha+1)\sum_i\delta_i\cos2\theta_i-2\sum_i\sin2\theta_i\,\delta\theta_i .
\]

The sums are \(\tfrac32(1-\zeta)e\) and \(-\tfrac32(1+\zeta)e\). Therefore

\[
H_{xx}-H_{yy}=e\left[-\tfrac32(3\alpha+1)(1-\zeta)+3(1+\zeta)\right].
\]

This also equals \(\mu(A-B)(2e)=-4\beta\mu\omega_0^2e=-6\beta e\), because \(\mu\omega_0^2=\tfrac32\). Clamped ions have \(\zeta=0\), and

\[
\beta_{\rm clamped}=\frac{3\alpha-1}{4}.
\]

Relaxed ions minimise \(\tfrac12\sum_i\delta_i^2=\tfrac34(1-\zeta)^2e^2\), so \(\zeta=1\) and \(\beta_{\rm relaxed}=-1\). The bonds then keep their length to first order and merely rotate. The second-order shear energy vanishes, so this lattice has no shear stiffness; it is a limiting case, not a description of a real layer. For \(\alpha=2\) relaxation takes \(\beta\) from 1.25 to \(-1\) and reverses the order of the two lines.

Angular stiffness opposes this rotation. Add \(\tfrac{\kappa}{2}(\cos\theta_{ij}+\tfrac12)^2\) for each of the three pairs of bonds. An angle change \(\Delta\) from \(120^\circ\) makes the squared bracket \(\tfrac34\Delta^2\), and the rotations above give \(\sum\Delta^2=\tfrac92(1+\zeta)^2e^2\). The energy becomes

\[
\tfrac34e^2\left[(1-\zeta)^2+\tfrac94\kappa(1+\zeta)^2\right]
\quad\Rightarrow\quad
\zeta=\frac{1-\frac94\kappa}{1+\frac94\kappa}.
\]

For \(\kappa=0.3\), \(\zeta=0.325/1.675=0.194\). Third derivatives of the full energy, at \(\alpha=2\), then give \(\beta=0.65\) clamped and 0.44 relaxed. The value \(\gamma=0.95\) is unchanged by relaxation, since an isotropic strain cannot select a direction for \(\mathbf u\).

This lattice also tests the secular matrix. It was strained in six random ways, relaxed, and its Hessian compared with the linear prediction. Halving the strain reduced the discrepancy by factors between 3.998 and 4.021, as a second-order remainder requires.

## (f) A strained MoS\(_2\) channel

**Take \(\omega_0=385\ \mathrm{cm^{-1}}\), \(\gamma=0.7\), \(\beta=0.4\), \(\nu=0.35\), and 1% uniaxial tension at \(25^\circ\) to a bond direction. Find the two lines.**

These are rough values in the regime of monolayer MoS\(_2\) on a polymer. First,

\[
A=-1.8\,\omega_0^2=-266\,805\ \mathrm{cm^{-2}},\qquad
B=-1.0\,\omega_0^2=-148\,225\ \mathrm{cm^{-2}}.
\]

Rotating the principal strains gives \(\varepsilon_{xx}=\varepsilon(\cos^2 25^\circ-\nu\sin^2 25^\circ)=0.759\%\), \(\varepsilon_{yy}=-0.109\%\) and \(\varepsilon_{xy}=\varepsilon(1+\nu)\sin25^\circ\cos25^\circ=0.517\%\). Hence

\[
K=\begin{pmatrix}-1863&-613\\-613&-834\end{pmatrix}\mathrm{cm^{-2}},\qquad
\lambda=-2149,\ -548\ \mathrm{cm^{-2}}.
\]

The eigenvectors lie at \(25^\circ\) and \(115^\circ\), along and across the load. The slopes are

\[
s_{\parallel,\perp}=-1.752\mp1.040=-2.79,\ -0.71\ \mathrm{cm^{-1}}\text{ per }\%.
\]

The lines stand at 382.2 and 384.3 cm\(^{-1}\), and the splitting is

\[
\beta\omega_0(1+\nu)\varepsilon=0.4\times385\times1.35\times0.01=2.08\ \mathrm{cm^{-1}}=0.258\ \mathrm{meV}.
\]

## (g) Resolution and limits

**Can the two lines be told apart, and where does the first-order result fail?**

Let both lines be Lorentzians of equal height and half-width \(h\), \(L(x)=1/(1+x^2/h^2)\). Then

\[
L''(x)=\frac{2}{h^2}\,\frac{3x^2/h^2-1}{(1+x^2/h^2)^3}.
\]

At the midpoint of two lines separated by \(d\), \(x=\pm d/2\). The summed curve has a dip there if \(d>2h/\sqrt3=\mathrm{FWHM}/\sqrt3\). For a rough linewidth of 3 cm\(^{-1}\) the threshold is 1.73 cm\(^{-1}\), reached at 0.83% strain. The example is just above it. Equal heights hold for unpolarised detection in backscattering. With incident and detected light both polarised along a load at angle \(\phi\) to a bond, threefold symmetry gives the modes along and across the load intensities in the ratio \(\cos^23\phi:\sin^23\phi\), and crossed detection reverses the ratio. At \(25^\circ\) this is \(0.07:0.93\), so each polarised spectrum shows a single maximum, and the two lines are better separated by comparing the two spectra. Unequal heights, noise or instrumental broadening change this criterion.

The neglected effects, for the same example, are as follows.

- **Square root.** The next term of the expansion is \(-\delta\omega^2/(2\omega_0)\). It lowers the lower line more and widens the splitting by about 0.01 cm\(^{-1}\).
- **Second-order strain.** The honeycomb lattice with \(\alpha=2\), \(\kappa=0.3\), scaled to 385 cm\(^{-1}\), exceeds its own linear splitting by 0.03 cm\(^{-1}\) for tension along a bond and 0.04 cm\(^{-1}\) across one. This includes the square-root term and indicates a size, not a value for MoS\(_2\).
- **The \(A_1'\) mode.** This out-of-plane mode lies near 405 cm\(^{-1}\), and shear strain can mix it with \(E'\). If the coupling is \(\tfrac12|A-B|(1+\nu)\varepsilon\approx800\ \mathrm{cm^{-2}}\), an assumption, the gap \(405^2-385^2=15\,800\ \mathrm{cm^{-2}}\) gives a shift near \(800^2/(15\,800\times2\times385)\approx0.05\ \mathrm{cm^{-1}}\). Diagonalising the three-mode matrix gives the same size. Symmetry allows this coupling but does not fix its strength, and the shift grows as its square: three times the coupling would give about 0.5 cm\(^{-1}\), which is no longer negligible beside the splitting.
- **Polar field.** At wave vector \(q\), the longitudinal motion carries a sheet polarisation \(P=ZeQ/\Omega\), with \(Z\) the Born charge number and \(\Omega\) the cell area. Its field \(-qP/(2\epsilon_0)\) raises \(\omega^2\) by \(Z^2e^2q/(2\epsilon_0\Omega\mu)\). With \(Z=1\), 532 nm light and numerical aperture 0.9, the largest \(q\) is 0.021 nm\(^{-1}\), and the longitudinal–transverse splitting is 0.2 cm\(^{-1}\). This is an upper estimate for that \(Z\), since it omits dielectric screening and uses the extreme \(q\).
- **Heating.** For a rough slope of \(-0.013\ \mathrm{cm^{-1}/K}\), 20 K shifts both lines by \(-0.26\ \mathrm{cm^{-1}}\). Read from the mean shift alone, this would pass for 0.15% strain. A uniform temperature rise does not split the pair at this level of description.

Real MoS\(_2\) samples can have values of \(\gamma\) and \(\beta\) other than the rough ones used here; the splitting is proportional to \(\beta\). They can also break the assumption that the layer takes up the full substrate strain. If 80% were transferred, the splitting would fall to 1.66 cm\(^{-1}\), below the merging threshold, and slopes referred to the substrate strain would make \(\gamma\) and \(\beta\) 20% too small. A free-standing layer with \(\nu=0.25\), at the same strain and \(\beta\), would split by 1.93 cm\(^{-1}\), 7% less than the supported one. On a wide bent sheet with no transverse strain the splitting would be 1.54 cm\(^{-1}\), again below the threshold, and an inversion with \(\nu=0.35\) would return \(\gamma=0.7/0.65=1.08\).

The example uses a tenth of a rough fracture strain of 10%. Near fracture the assumed \(A_1'\) coupling would be about 8000 cm\(^{-2}\), half the unstrained gap between the squared frequencies, and still 0.2 to 0.4 of the gaps after the \(E'\) lines have moved down, if \(A_1'\) is held fixed. Treating the \(E'\) pair in isolation is then no longer justified, and the linear slopes should not be extrapolated to the mechanical limit. The numerical output lists the inputs and the main results of the example.

## Calculated quantities

```
SYMMETRY: number of allowed constants
C3v, C6v, C3, C4v: 2, 2, 3, 3
HONEYCOMB LATTICE (bond length = bond stiffness = 1)
Morse exponent alpha = 2.00, angular kappa = 0.30
internal-shift parameter zeta = 0.1940
gamma clamped, relaxed = 0.9478, 0.9478
beta clamped, relaxed = 0.6455, 0.4435
kappa=0: beta clamped, relaxed = 1.2500, -1.0000
remainder ratio on halving strain: 3.998 to 4.021
EXAMPLE INPUTS (rough, MoS2 regime)
w0 = 385.0 cm^-1, gamma = 0.70, beta = 0.40
Poisson ratio = 0.35, strain = 1.00 %, angle = 25.0 deg
EXAMPLE RESULTS
A = -266805 cm^-2, B = -148225 cm^-2
exx, eyy, exy = 0.7589, -0.1089, 0.5171 %
Kxx, Kyy, Kxy = -1863.3, -834.4, -613.2 cm^-2
eigenvalues of K = -2149.3, -548.4 cm^-2
slope along strain = -2.791 cm^-1 per %
slope across strain = -0.712 cm^-1 per %
linear lines = 382.209, 384.288 cm^-1
square-root lines = 382.199, 384.287 cm^-1
polarisation of lower, upper line = 25.0, 115.0 deg
linear splitting = 2.079 cm^-1 = 0.2578 meV
gamma, beta recovered from slopes = 0.7000, 0.4000
NEGLECTED EFFECTS
square root: splitting changes by 0.0095 cm^-1
2nd-order strain, along a bond: 0.031 cm^-1
2nd-order strain, across a bond: 0.042 cm^-1
A1' mode at 405 cm^-1: mixing changes splitting by up to 0.051 cm^-1
LO-TO inputs: Born charge 1.0 e, a = 0.316 nm
masses 96 and 64 u, reduced mass 38.4 u
laser 532 nm, NA 0.9, q max = 0.0213 nm^-1
LO-TO splitting, upper estimate = 0.204 cm^-1
splitting for free-standing nu = 0.25: 1.925 cm^-1
heating 20 K at -0.013 cm^-1/K: common shift -0.26 cm^-1
strain mimicked by that heating = 0.148 %
linewidth (FWHM) = 3.0 cm^-1, merging separation = 1.732 cm^-1
smallest strain with two maxima = 0.833 %
rough fracture strain 10 %, fraction used = 0.10
```
